Logarithmic Divergence of the Direct Second-Order Electron-Gas Energy

**Q:** I am told that second-order perturbation theory fails for the uniform electron gas, however dense it is. Before I believe that, what is being calculated?

**A:** The gas has N electrons in a volume Ω, equal numbers of both spins, and a uniform positive background. It is at zero temperature, and Ω and N go to infinity at fixed density. In atomic units the perturbation is

V = (1/2Ω) Σ_{q≠0} v_q Σ a†(k1+q,s1) a†(k2−q,s2) a(k2,s2) a(k1,s1), v_q = 4π/q².

The inner sum runs over k1, k2, s1, s2. The background removes q = 0. The unperturbed state |0⟩ is the filled Fermi sphere of radius k_F, and

E2 = −Σ_D |⟨D|V|0⟩|² / (E_D − E_0),

where each determinant D has two electrons lifted out of the sphere.

**Q:** What makes part of this "direct"?

**A:** For opposite spins, only one momentum transfer connects |0⟩ to a given D, and the amplitude is v_q/Ω. For equal spins the electrons can also arrive interchanged, with transfer q′, and the amplitude is (v_q − v_q′)/Ω. Its square contains v_q² + v_q′², which is direct, and −2v_q v_q′, which is exchange. I treat the direct part.

Now sum v_q² freely over k1, s1, k2, s2 and q. Interchanging the labels 1 and 2 together with q → −q gives the same process, so every square is counted twice and needs a factor 1/2. The two spin sums give 4. Hence

E2(direct) = −2 Σ_{q,k1,k2} (v_q/Ω)² / ΔE.

**Q:** Your free sum includes k1 = k2 with equal spins. Pauli forbids that.

**A:** It does, and those direct terms are cancelled by equal and opposite exchange terms, since there q and q′ have the same length. The split is a bookkeeping of the total. Take a truncated model: integer momenta with components −1, 0, 1, the 7 points with |k|² ≤ 1 filled for each spin, the other 20 empty, and v_q/Ω set to 1/q². The totals depend on this truncation, but the identity does not. A sum over explicit determinants gives −160.450 in these units; the direct and exchange formulas give −243.513 and +83.063, which add to the same number.

**Q:** And the energy denominator?

**A:** It is the kinetic energy gained:

ΔE = ½[(k1+q)² − k1² + (k2−q)² − k2²] = q² + q·(k1 − k2).

The sphere is unchanged by k2 → −k2, and then |k2 − q| becomes |k2 + q|. So both electrons obey the same conditions, |k| < k_F and |k+q| > k_F, and the denominator becomes

D = q² + q·(k1 + k2).

From here on D means this denominator.

**Q:** Turn the sums into integrals, and show me where the density goes.

**A:** Each sum becomes Ω/(2π)³ times an integral. Measuring momenta in k_F gives k_F⁹ from the three volume elements, k_F⁻⁴ from v_q² and k_F⁻² from 1/D, so k_F³ remains:

E2(direct) = −2 (16π²) Ω k_F³/(2π)⁹ ∫ d³q I(q)/q⁴,

I(q) = ∫∫ d³k1 d³k2 / D.

The number of electrons is N = 2Ω/(2π)³ · 4πk_F³/3, so Ωk_F³ = 3π²N. With (2π)⁹ = 512π⁹, the prefactor per electron is 96π⁴/(512π⁹):

e2 = −(3/(16π⁵)) ∫ d³q I(q)/q⁴ = −(3/(4π⁴)) ∫ dq I(q)/q².

The last form uses d³q = 4πq² dq. No k_F is left, so raising the density does not change this energy per electron. The numerical check compares one q-term with an explicit sum over a lattice of 113081 occupied orbitals. For the lattice vector (13,8,4), with q = 0.526, the ratio of lattice to continuum is 1.0009; vectors of nearly the same length in other directions give 0.998 and 1.002, so the agreement is at the level of 0.2%.

**Q:** The factor 1/q² looks worse than logarithmic. What does I(q) do?

**A:** It vanishes at small q, because Pauli leaves few electrons able to move. Let z be the component of k along q, ρ its transverse length, and w = z + q/2. Then

q·k + q²/2 = qw, D = q(w1 + w2).

The condition that k is occupied and k+q empty reads

1 − (w+q/2)² < ρ² < 1 − (w−q/2)².

This requires w > 0. When both bounds are positive, the allowed area is π times their difference, which is 2πqw. When the lower bound is negative, it is replaced by zero. So the area g(w) is

g = 2πqw for 0 < w < 1−q/2,

g = π[1 − (w−q/2)²] for |1−q/2| < w < 1+q/2,

and zero elsewhere. The first range exists for q < 2. Therefore

I(q) = (1/q) ∫∫ dw1 dw2 g(w1)g(w2)/(w1+w2).

As q → 0 the second range shrinks to the point w = 1, and g tends to 2πqw on 0 < w < 1. Two factors of q from the areas and one 1/q from the denominator give

I(q) → 4π²q ∫₀¹∫₀¹ dx dy xy/(x+y).

So I(q)/q² goes as 1/q: the divergence is logarithmic.

**Q:** Then the coefficient rests on that double integral. Do it in full.

**A:** Write xy/(x+y) = x − x²/(x+y) and integrate over y:

∫₀¹ dy xy/(x+y) = x − x² ln((1+x)/x).

The first term integrates to 1/2. For the second, integrate by parts, using d/dx ln((1+x)/x) = −1/(x(1+x)):

∫₀¹ x² ln((1+x)/x) dx = (1/3)ln 2 + (1/3)∫₀¹ x²/(1+x) dx.

Since x²/(1+x) = x − 1 + 1/(1+x), the last integral is −1/2 + ln 2. The right side is then (2/3)ln 2 − 1/6, and

∫₀¹∫₀¹ dx dy xy/(x+y) = 1/2 + 1/6 − (2/3)ln 2 = (2/3)(1 − ln 2).

Direct quadrature gives 0.204569, in agreement. Thus

I(q) → Aq, A = (8π²/3)(1 − ln 2) = 8.076.

With a lower cutoff q_c, the singular part of the energy is

e2(q_c) ≈ −B ∫_{q_c} dq/q, B = 3A/(4π⁴) = 2(1 − ln 2)/π².

In numbers, B = 0.06218 hartree = 1.692 eV.

**Q:** I had heard the coefficient was (1 − ln 2)/π². You have twice that.

**A:** The coefficient of dq/q in hartree per electron is twice that number. The single factor, 0.03109 hartree, belongs to ln r_s after screening has removed the divergence. We can reach that once the integral itself is settled.

**Q:** It is not settled. You dropped the edge range near w = 1. Could it add another logarithm?

**A:** Take q < 2 and let δg be the difference between the true g and the step form 2πqw on 0 < w < 1. It is confined to |s| < q/2, where s = w − 1. For s > 0 the step form is zero, so

δg = π[1 − (1+s−q/2)²] = π(q−2s) − π(q/2−s)².

For s < 0 we subtract 2πq(1+s), and collecting terms gives

δg = −π(q+2s) − π(q/2+s)².

So δg is an odd part of size q plus an even part −π(q/2−|s|)² of size q². Its moments are

M0 = ∫δg ds = −2π∫₀^{q/2} (q/2−s)² ds = −πq³/12,

M1 = ∫δg s ds = 2π∫₀^{q/2} (q−2s)s ds = 2π(q³/8 − q³/12) = πq³/12.

M2 comes from the even part alone and is of order q⁵. M3 is also of order q⁵, and later moments are no larger.

One factor δg in I meets the smooth function

Φ(w) = ∫₀¹ dw′ 2πqw′/(w+w′) = 2πq[1 − w ln((1+w)/w)].

Its derivative is 2πq[−ln((1+w)/w) + 1/(1+w)], so Φ(1) = 2πq(1−ln 2) and Φ′(1) = 2πq(1/2−ln 2). Taylor expansion about w = 1 gives

∫δg Φ dw = M0Φ(1) + M1Φ′(1) + O(q⁶)

= (π²q⁴/6)[−(1−ln 2) + 1/2 − ln 2] + O(q⁶) = −π²q⁴/12 + O(q⁶).

This enters I with a factor 2/q, because either electron can be in the edge layer. When both are, the leading terms are products of M0 and M1, of order q⁶, divided by q. Hence

I(q) = Aq − π²q³/6 + O(q⁵).

After division by q², the first correction is proportional to q and integrates to a finite number. There is no second logarithm. Numerically I/(Aq) is 0.9495 at q = 0.5 and 0.9980 at q = 0.1. What remains after both displayed terms are removed grows by a factor 32.03 from q = 0.1 to q = 0.2, as a fifth power should, up to higher-order corrections.

**Q:** And the upper end of the q integral?

**A:** For q > 2 every occupied k is allowed, and at large q the denominator tends to q². So I → (4π/3)²/q², and the integrand falls as 1/q⁴. At intermediate q, I is finite. Adding and subtracting A/q below q = 1 therefore gives

e2(q_c) = B ln q_c + C − q_c²/(16π²) + O(q_c⁴),

C = −(3/(4π⁴)) { ∫₀¹ dq [I/q² − A/q] + ∫₁^∞ dq I/q² }.

To find the q_c² term, note that C contains the subtracted integral from 0 to q_c, which is absent from e2(q_c). Removing it adds (3/(4π⁴)) ∫₀^{q_c} (−π²q/6) dq = −q_c²/(16π²). Quadrature gives C = −0.0257 hartree = −0.699 eV. Since C is finite and B is positive, e2 → −∞ as q_c → 0.

**Q:** Show me numbers. A logarithm can be harmless in practice.

**A:** These are energies per electron. They hold at every density; the inverse lengths are for r_s = 1, where r_s is the radius in bohr of a sphere holding one electron.

q_c/k_F = 1: e2 = −0.868 eV, q_c = 3.627 Å⁻¹

q_c/k_F = 0.1: e2 = −4.597 eV, q_c = 0.3627 Å⁻¹

q_c/k_F = 0.01: e2 = −8.491 eV, q_c = 0.03627 Å⁻¹

q_c/k_F = 0.0001: e2 = −16.283 eV, q_c = 0.000363 Å⁻¹

The formula at q_c = 0.01 gives 1.692 × ln(0.01) − 0.699 = −7.792 − 0.699 = −8.491 eV. Each decade below q_c = 0.01 costs B ln 10 = 3.896 eV; the one from 0.1 to 0.01 costs 8.4909 − 4.5965 = 3.894 eV. The first decade costs less, 4.5965 − 0.8681 = 3.728 eV, because I(q) lies below Aq there. The last cutoff corresponds to a wavelength 2π/0.000363 ≈ 17000 Å, and the sum has still not settled.

**Q:** Which ingredient is to blame, the Fermi surface or the Coulomb force?

**A:** Both enter the power count. The Fermi surface supplies excitations of arbitrarily small energy, which make I proportional to q. The long range of the force supplies 1/q⁴. If v_q tended to a constant at small q, as for a screened force, the integrand would be q² · q = q³ and the integral would converge at its lower end.

**Q:** Real electrons do screen each other. Can you derive that instead of inserting a cutoff by hand?

**A:** Yes, within the random-phase approximation (RPA). Multiply V by λ and raise λ from 0 to 1 at fixed density. The energy derivative is ⟨V⟩, so with S_λ(q) = ⟨ρ_q†ρ_q⟩/N, where ρ_q is the density operator, the energy beyond first order is

e_c = ½ ∫₀¹ dλ ∫ d³q/(2π)³ v_q [S_λ(q) − S_0(q)].

The density response at imaginary frequency is

χ_λ(q,iω) = −(1/Ω) Σ_m |⟨m|ρ_q|0⟩|² 2E_m/(E_m²+ω²),

where the states and excitation energies E_m are those at coupling λ. Because ∫₀^∞ dω 2E/(E²+ω²) = π, we have S_λ = −(1/(πn)) ∫₀^∞ dω χ_λ, with n = N/Ω.

The approximation is that electrons respond as free ones to the applied potential φ plus the average potential of the induced density:

δn = χ0(φ + λv_q δn), so χ_λ = χ0/(1 − λv_qχ0).

Put X = −v_qχ0, which is positive. The λ integral of v_q(χ_λ − χ0) is −ln(1+X) + X, and so

e_ring = (1/(2πn)) ∫ d³q/(2π)³ ∫₀^∞ dω [ln(1+X) − X].

**Q:** Does its second-order term reproduce your divergent energy, factors included?

**A:** Let q again be in units of k_F and put ω = qu k_F². A free excitation has energy qw k_F², so two spins and the area g give

X = κ²R(q,u)/q², κ² = 4/(πk_F),

R(q,u) = (1/(2πq)) ∫ dw g(w) w/(w²+u²).

Here κ is the Thomas-Fermi wave vector q_TF in units of k_F. With n = k_F³/(3π²), the measure gives (3π/(2k_F³)) · (k_F³/(2π²)) · k_F² = 3k_F²/(4π), and

e_ring = (3k_F²/(4π)) ∫ q³dq ∫₀^∞ du [ln(1+X) − X].

At small X the bracket is −X²/2. Since k_F²κ⁴ = 16/π², the second-order term is

−(6/π³) ∫ dq/q ∫₀^∞ du R².

Using ∫₀^∞ du/[(w²+u²)(w′²+u²)] = π/[2ww′(w+w′)], the u integral is I(q)/(8πq). The result is −(3/(4π⁴)) ∫ dq I/q², which is e2. With q_c = 0.1 the frequency integral gives −4.597 eV, as before.

**Q:** Then where does the logarithm stop?

**A:** Where X is no longer small, at q of order κ. Below that, the bracket grows only as −X, and q³X is proportional to q, so the lower end converges. The second-order expansion was the fault.

For small κ, choose q1 with κ ≪ q1 ≪ 1. Above q1, X is small and the second-order energy e2(q1) is left, with no ln κ. Below q1, replace R(q,u) by R0 = R(0,u). The derivative of the bracket has magnitude X/(1+X) < X, so this changes the bracket by at most ½|X² − X0²|, with X0 built from R0. The edge-layer moments make R − R0 of order q², so the change contributes no logarithm.

With a = κ²R0 and y = q², integration by parts gives

∫₀^{q1} q³dq [ln(1+a/q²) − a/q²] = ½ ∫₀^{Y} dy [y ln(1+a/y) − a], Y = q1²

= ½ { (Y²/2)ln(1+a/Y) + (a/2)[Y − a ln((Y+a)/a)] − aY }.

For a ≪ Y, the terms aY/2 + aY/2 − aY cancel, leaving −a²/8 − (a²/4)ln(Y/a). Its κ-dependent logarithm is (a²/4)ln κ². The small-q value of I/(8πq) gives

∫₀^∞ du R0² = A/(8π) = (π/3)(1 − ln 2).

The coefficient of ln κ² is therefore

(3k_F²/(4π)) (κ⁴/4) (π/3)(1−ln 2) = (1−ln 2)/π².

Since k_F = (9π/4)^{1/3}/r_s, κ² is proportional to r_s, and at high density

e_ring = [(1−ln 2)/π²] ln r_s + constant + terms that vanish as r_s → 0.

This is where the single factor appears: the divergence has coefficient B = 2(1−ln 2)/π², and the cutoff varies as √r_s, which supplies the 1/2.

**Q:** Does the finite theory really behave as if e2 had been cut off near the Thomas-Fermi wave vector?

**A:** The full ring integral gives −7.780 eV at r_s = 0.001 and −9.727 eV at r_s = 0.0001. The slope is 1.947/ln 10 = 0.846 eV, or 0.03108 hartree, per unit of ln r_s, against the limiting 0.03109.

Now ask which sharp cutoff in e2 gives the same energy. At r_s = 0.001,

q_c/k_F = exp[(−7.780 + 0.699)/1.692] = 0.0152.

There q_TF/k_F = 0.0258, so the ratio is 0.59. It is also 0.59 at r_s = 0.01 and 0.0001. A constant limiting ratio follows from the two formulas, since B ln q_c and B ln κ then differ by a constant.

**Q:** So may I use the ring energy at ordinary densities?

**A:** Not on the strength of this argument. At r_s = 1 the ring integral is finite, −2.14 eV, but κ is 0.81, so the separation κ ≪ q1 ≪ 1 is unavailable and the logarithmic law is not justified. The ring energy also leaves out the second-order exchange term. What holds at any density is the statement about perturbation theory: the direct second-order energy of this gas is −B∫dq/q at small q, and it has no finite value. Exchange cannot rescue the total. Every determinant contributes a negative term to E2, so E2 lies below the sum over opposite-spin determinants alone. Those have no exchange amplitude and supply two of the four spin combinations, which is exactly half of the direct sum. Half of a sum that goes to −∞ still goes to −∞, so the full second-order energy diverges too.

Computed values

```
integral of xy/(x+y) over unit square = 0.204569
(1 - ln 2)/pi^2 = 0.031091 hartree
B, coefficient of dq/q = 0.062181 hartree = 1.6920 eV
A, slope of I(q) at q = 0: 8.07604 (k_F = 1)
C, finite constant = -0.025677 hartree = -0.6987 eV
box: all determinants = -160.449630 (model units)
box: direct part = -243.512593 (model units)
box: exchange part = 83.062963 (model units)
lattice: occupied orbitals = 113081, q/k_F = 0.5260
lattice / continuum energy at this q = 1.00090
q/k_F = 1.0: I(q)/(A q) = 0.80330
q/k_F = 0.5: I(q)/(A q) = 0.94951
q/k_F = 0.2: I(q)/(A q) = 0.99186
q/k_F = 0.1: I(q)/(A q) = 0.99796
remainder ratio, q = 0.2 to q = 0.1: 32.026
I(q) / large-q law at q/k_F = 50: 1.000160
r_s = 1 bohr: k_F = 3.6267 1/angstrom
r_s = 1 bohr: q_TF = 2.9540 1/angstrom
q_c/k_F = 1.0000: e2 = -0.8681 eV; q_c at r_s = 1: 3.626684 1/angstrom
q_c/k_F = 0.1000: e2 = -4.5965 eV; q_c at r_s = 1: 0.362668 1/angstrom
q_c/k_F = 0.0100: e2 = -8.4909 eV; q_c at r_s = 1: 0.036267 1/angstrom
q_c/k_F = 0.0010: e2 = -12.3869 eV; q_c at r_s = 1: 0.003627 1/angstrom
q_c/k_F = 0.0001: e2 = -16.2830 eV; q_c at r_s = 1: 0.000363 1/angstrom
energy drop, last decade of q_c = 3.89607 eV
B ln 10 = 3.89607 eV
e2 at q_c/k_F = 0.1, frequency route = -4.5965 eV
integral of R(0,u)^2 over u = 0.321336
r_s = 1.0000 bohr: ring energy = -2.1442 eV, q_TF/k_F = 0.81452
r_s = 0.1000 bohr: ring energy = -3.9196 eV, q_TF/k_F = 0.25757
r_s = 0.0100 bohr: ring energy = -5.8361 eV, q_TF/k_F = 0.08145
r_s = 0.0010 bohr: ring energy = -7.7795 eV, q_TF/k_F = 0.02576
r_s = 0.0001 bohr: ring energy = -9.7269 eV, q_TF/k_F = 0.00815
ring slope per unit ln r_s = 0.031081 hartree = 0.8458 eV
r_s = 0.0100 bohr: effective cutoff/q_TF = 0.5895
r_s = 0.0010 bohr: effective cutoff/q_TF = 0.5911
r_s = 0.0001 bohr: effective cutoff/q_TF = 0.5913
```
